# Relativistic correction to the ground-state polarizability of a one-electron ion: verification in Python

```python
# Static dipole polarizability of the Dirac-Coulomb 1S state (point nucleus, infinite mass).
# Claim: Z^4 alpha_d = (2/9)(D(+1) + 2 D(-2)) = (9/2)[1 - (28/27) lam^2 + O(lam^4)] a0^3, lam = Z*alpha.
# Scaled units: length a0/Z, energy Z^2 hartree, c = 1/lam, V = -1/r.
# g = sqrt(1-lam^2), t = lam/(1+g), ground state N r^g e^-r (1,-t), E0 = -1/(1+g).
# H_k(P,Q) = (V P + c(-Q'+kQ/r), c(P'+kP/r) + (V-2c^2)Q);  D(k) = <S|(H_k-E0)^-1|S>, S = r(P0,Q0).
# chi = N r^g e^-r (sum a_j r^j, sum b_j r^j); residual R = S-(H_k-E0)chi = N r^g e^-r (rho/r, 0).
import numpy as np
import sympy as sp
from math import factorial
from scipy.special import eval_genlaguerre, gammaln, lpmv
from scipy.constants import fine_structure, physical_constants, m_e, m_p
from sympy.physics.quantum.cg import CG

def chi_coefficients(k, g, t, lam):
    u = (2 + g*(1 + k))/4
    sigma = t*u*(2 + 2*g - k*k)
    a = [lam*sigma/(1 + k), (2 - k)*u, g/2]
    b = [(g + k)*sigma/(1 + k), t*k*u, -t*g/2]
    return a, b, (1 - k)*sigma/lam

def delta_p1(g): return g*(g + 1)*(2*g + 1)*(4*g + 5)/8
def s_chi(g): return (2*g + 1)/2*((g + 1)*(6 + 2*g + g*g)/4 + 3*(1 - g)**2*(2 - g)/4)
def r_chi(g): return -3*(1 - g)*(2 - g)/4*((1 - g)**2*(2 - g)/(2*g) + 2 - g + g*(2*g + 1)/4)
def r_norm2(g): return (3*(1 - g)*(2 - g)/(2*(1 + g)))**2*(1 + g)/(g*(2*g - 1))

# ---- symbolic: substitute into the radial operator
R_, G_, T_, L_ = sp.symbols('r g t lam', positive=True)
phi = R_**G_*sp.exp(-R_)
rational = {G_: (1 - T_**2)/(1 + T_**2), L_: 2*T_/(1 + T_**2)}
def shifted_H(k, f, h):
    E = -1/(1 + G_)
    df = sp.expand(sp.diff(phi*f, R_)/phi)
    dh = sp.expand(sp.diff(phi*h, R_)/phi)
    return ((-1/R_ - E)*f + (-dh + k*h/R_)/L_,
            (df + k*f/R_)/L_ + (-1/R_ - 2/L_**2 - E)*h)
def vanishes(e): return sp.cancel(sp.together(e.subs(rational))) == 0
up, lo = shifted_H(-1, sp.Integer(1), -T_)
assert vanishes(up) and vanishes(lo)
for k in (1, -2):
    a, b, rho = chi_coefficients(sp.Integer(k), G_, T_, L_)
    up, lo = shifted_H(k, sum(a[j]*R_**j for j in range(3)), sum(b[j]*R_**j for j in range(3)))
    assert vanishes(R_ - up - rho/R_) and vanishes(-T_*R_ - lo)
def rel_coeff(e):  # relative lam^2 coefficient with sign removed, using g = 1 - lam^2/2
    return sp.diff(e, G_).subs(G_, 1)/2/delta_p1(sp.Integer(1))
c_p1, c_s, c_r = rel_coeff(delta_p1(G_)), rel_coeff(s_chi(G_)), rel_coeff(r_chi(G_))
c_m2 = c_s + c_r
c_tot = (c_p1 + 2*c_m2)/3
assert c_tot == sp.Rational(28, 27) and s_chi(sp.Integer(1)) == sp.Rational(27, 4)

# ---- angular factors by quadrature of spinor harmonics (m = 1/2, azimuth 0)
mu, wmu = np.polynomial.legendre.leggauss(12)
sn = np.sqrt(1 - mu**2)
def spinor(k):
    l = k if k > 0 else -k - 1
    h = sp.Rational(1, 2); j = abs(k) - h
    out = []
    for ml, ms in ((0, h), (1, -h)):
        if ml > l:
            out.append(0*mu); continue
        Y = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - ml)/factorial(l + ml))*lpmv(ml, l, mu)
        out.append(float(CG(l, ml, h, ms, j, h).doit())*Y)
    return np.array(out)
def cos_elem(k1, k2): return 2*np.pi*np.sum(wmu*mu*np.sum(spinor(k1)*spinor(k2), axis=0))
ang = {}
for k in (1, -2):
    o = spinor(k)
    assert np.allclose([mu*o[0] + sn*o[1], sn*o[0] - mu*o[1]], -spinor(-k), atol=1e-13)
    ang[k] = cos_elem(k, -1)
    assert abs(ang[k] - cos_elem(-k, 1)) < 1e-13
assert abs(ang[1]**2 - 1/9) < 1e-13 and abs(ang[-2]**2 - 2/9) < 1e-13

# ---- finite basis on a logarithmic quadrature grid
step = 0.008
r = np.exp(np.arange(-30.0, np.log(130.0), step))
sw = np.sqrt(step*r)
def basis(k, lam, M, beta=1.3):
    c = 1/lam; gk = np.sqrt(k*k - lam*lam); g = np.sqrt(1 - lam*lam)
    x = 2*beta*r; pref = sw*x**gk*np.exp(-x/2)
    U, DU = [], []
    for n in range(M + 1):
        nrm = np.sqrt(2*beta)*np.exp(0.5*(gammaln(n + 1) - gammaln(n + 2*gk + 1)))
        Ln = eval_genlaguerre(n, 2*gk, x)
        dLn = -eval_genlaguerre(n - 1, 2*gk + 1, x) if n else 0*x
        U.append(nrm*pref*Ln)
        DU.append(nrm*pref*(2*beta*(((gk + k)/x - 0.5)*Ln + dLn)))
    U, DU = np.array(U).T, np.array(DU).T
    extra = pref/(1 + c*c*(1 + g)*r)
    for _ in range(3):
        extra = extra - U @ (U.T @ extra)
        extra /= np.linalg.norm(extra)
    L = np.column_stack([U, extra])
    V = (-1/r)[:, None]
    LU = c*L.T @ DU
    H = np.block([[U.T @ (V*U), LU.T], [LU, L.T @ ((V - 2*c*c)*L)]])
    return U, L, (H + H.T)/2
def ground(lam):
    g = np.sqrt(1 - lam*lam)
    N = np.exp(0.5*((2*g + 1)*np.log(2) - gammaln(2*g + 1) + np.log((1 + g)/2)))
    return g, lam/(1 + g), N*sw*r**g*np.exp(-r)
def basis_sum(k, lam, M=30):
    g, t, f = ground(lam)
    U, L, H = basis(k, lam, M)
    E, v = np.linalg.eigh(H)
    terms = (v.T @ np.concatenate([U.T @ (r*f), L.T @ (-t*r*f)]))**2/(E + 1/(1 + g))
    neg = E < -1/(1 + g)
    assert neg.sum() == M + 2 and E[neg].max() < -2/lam**2
    nu = (1 if k > 0 else 0) + np.sqrt(k*k - lam*lam)
    assert abs(E[~neg].min() - (1/np.sqrt(1 + (lam/nu)**2) - 1)/lam**2) < 1e-8
    return terms.sum(), terms[neg].sum(), E[~neg].min()
def pol(lam, M=30):
    p, m = basis_sum(1, lam, M), basis_sum(-2, lam, M)
    return 2*(p[0] + 2*m[0])/9, 2*(p[1] + 2*m[1])/9, p, m

print("alpha = %.10f, 1/alpha = %.6f" % (fine_structure, 1/fine_structure))
print("angular factors squared: k=+1 %.6f, k=-2 %.6f" % (ang[1]**2, ang[-2]**2))
print("lam^2 coefficients: D(+1)", c_p1, "| <S|chi>", c_s, "| <R|chi>", c_r, "| D(-2)", c_m2, "| total", c_tot)
print("Z, lam, D(+1), D(-2), Z^4 alpha basis, two-term formula (a0^3), rel. diff")
res = {}
for Z in (1, 10, 20, 50, 80):
    lam = Z*fine_structure
    g, t, f = ground(lam)
    assert abs(np.sum(f*f)*(1 + t*t) - 1) < 1e-12
    for k in (1, -2):
        a, b, rho = chi_coefficients(k, g, t, lam)
        F = f*np.polyval(a[::-1], r); Gl = f*np.polyval(b[::-1], r)
        sc = np.sum(r*f*(F - t*Gl))
        assert abs(sc - (delta_p1(g) if k == 1 else s_chi(g))) < 1e-11
    assert abs(np.sum(rho*f/r*F) - r_chi(g)) < 1e-11
    assert abs(np.sum((rho*f/r)**2)/r_norm2(g) - 1) < 1e-6
    al, aneg, p, m = pol(lam)
    assert abs(p[0]/delta_p1(g) - 1) < 1e-9
    assert abs(pol(lam, 45)[0]/al - 1) < 1e-7
    d = (np.sqrt(4 - lam*lam)/2 - g)/lam**2
    assert abs(d - (m[2] + 1/(1 + g))) < 1e-8
    rest, bound = m[0] - s_chi(g) - r_chi(g), r_norm2(g)/d
    assert abs(rest) < bound + 1e-9
    two = 4.5*(1 - 28/27*lam**2)
    assert abs(al - two) < lam**4 + 1e-9
    res[Z] = (lam, g, t, al, aneg, p[0], m[0], rest, bound, d, two)
    print("%3d %.6f %.9f %.9f %.9f %.9f %.2e" % (Z, lam, p[0], m[0], al, two, two/al - 1))
for Z in (10, 20, 50, 80):
    lam, al, two = res[Z][0], res[Z][3], res[Z][10]
    print("Z=%d: (basis-formula)/(4.5 lam^4) = %.4f; rest/lam^4 = %.4f; bound/lam^4 = %.4f"
          % (Z, (al - two)/4.5/lam**4, res[Z][7]/lam**4, res[Z][8]/lam**4))
assert abs(res[10][8]/res[10][0]**4 - 0.75) < 0.02

# ---- Richardson extraction of the lam^2 coefficients from basis sums at Z = 4 and 8
l1, l2 = 4*fine_structure, 8*fine_structure
s1, s2 = pol(l1), pol(l2)
def extract(v1, v2, v0): return (4*(1 - v1/v0)/l1**2 - (1 - v2/v0)/l2**2)/3
ex = (extract(s1[2][0], s2[2][0], 6.75), extract(s1[3][0], s2[3][0], 6.75), extract(s1[0], s2[0], 4.5))
for got, want in zip(ex, (c_p1, c_m2, c_tot)):
    assert abs(got - float(want)) < 1e-5
print("extracted (Z=4,8): D(+1) %.7f, D(-2) %.7f, total %.7f" % ex)
print("analytic:          D(+1) %.7f, D(-2) %.7f, total %.7f" % (float(c_p1), float(c_m2), float(c_tot)))

# ---- negative-energy part
assert abs(s1[1]/l1**4 + 0.25) < 0.005
print("negative-energy part / lam^4: Z=4 %.5f, Z=8 %.5f, Z=50 %.5f"
      % (s1[1]/l1**4, s2[1]/l2**4, res[50][4]/res[50][0]**4))

# ---- finite field: diagonalize H + F z in the k = -1, +1, -2 space, Z = 50
lam, g, t, al, aneg, dp, dm, rest, bound, d, two = res[50]
B = {k: basis(k, lam, 30) for k in (-1, 1, -2)}
n = B[-1][2].shape[0]; nu_ = B[-1][0].shape[1]
def stark(F):
    H = np.zeros((3*n, 3*n))
    for i, k in enumerate((-1, 1, -2)):
        H[i*n:(i + 1)*n, i*n:(i + 1)*n] = B[k][2]
        if i:
            W = np.zeros((n, n))
            W[:nu_, :nu_] = B[k][0].T @ (r[:, None]*B[-1][0])
            W[nu_:, nu_:] = B[k][1].T @ (r[:, None]*B[-1][1])
            H[i*n:(i + 1)*n, :n] = F*ang[k]*W
            H[:n, i*n:(i + 1)*n] = F*ang[k]*W.T
    E = np.linalg.eigvalsh(H)
    return E[np.argmin(abs(E + 1/(1 + g)))]
field = 1e-3
e0 = stark(0.0)
assert abs(e0 + 1/(1 + g)) < 1e-9
al_ff = -2*(stark(field) - e0)/field**2
assert abs(al_ff/al - 1) < 1e-4   # F^4 term gives a relative error of a few 1e-5

print("--- Sn49+ (Z=50), scaled units")
a, b, rho = chi_coefficients(-2, g, t, lam)
print("lam^2 = %.7f, gamma = %.7f, t = %.7f, E0 = %.7f" % (lam**2, g, t, -1/(1 + g)))
print("k=-2: a0,a1,a2 = %.6f %.6f %.6f" % tuple(a))
print("k=-2: b0,b1,b2 = %.6f %.6f %.6f, rho = %.6f" % (*b, rho))
print("D(+1): closed form %.9f, basis %.9f" % (delta_p1(g), dp))
print("<S|chi> = %.7f, <R|chi> = %.7f, sum = %.7f" % (s_chi(g), r_chi(g), s_chi(g) + r_chi(g)))
print("D(-2) basis = %.7f, rest = %.7f" % (dm, rest))
print("|R|^2 = %.7f, d = %.7f, bound = %.7f" % (r_norm2(g), d, bound))
print("Z^4 alpha: basis %.7f, finite field (F=%.0e) %.5f, formula %.7f" % (al, field, al_ff, two))
print("negative-energy part of Z^4 alpha = %.4e" % aneg)
a0_A3 = (physical_constants['Bohr radius'][0]*1e10)**3
print("a0^3 = %.7f Angstrom^3" % a0_A3)
for name, Z in (("H", 1), ("Sn49+", 50)):
    v, w = res[Z][3]/Z**4, res[Z][10]/Z**4
    print("%s: nonrel %.7e, formula %.7e, basis %.7e a0^3 = %.6e Angstrom^3"
          % (name, 4.5/Z**4, w, v, v*a0_A3))
print("H: (28/27) alpha^2 = %.4e, 3 m_e/m_p = %.4e" % (28/27*fine_structure**2, 3*m_e/m_p))
print("basis: M = 30, beta = 1.3, matrix size %d per kappa" % n)
print("all good")
```

Output:

```
alpha = 0.0072973526, 1/alpha = 137.035999
angular factors squared: k=+1 0.111111, k=-2 0.222222
lam^2 coefficients: D(+1) 47/36 | <S|chi> 29/36 | <R|chi> 7/72 | D(-2) 65/72 | total 28/27
Z, lam, D(+1), D(-2), Z^4 alpha basis, two-term formula (a0^3), rel. diff
  1 0.007297 6.749530728 6.749675500 4.499751495 4.499751494 -3.28e-10
 10 0.072974 6.703127649 6.717555987 4.475164361 4.475149368 -3.35e-06
 20 0.145947 6.563176426 6.620296384 4.400837599 4.400597472 -5.46e-05
 50 0.364868 5.611748268 5.942528731 3.888179051 3.878734198 -2.43e-03
 80 0.583788 3.979357684 4.697663066 2.972151959 2.909559547 -2.11e-02
Z=10: (basis-formula)/(4.5 lam^4) = 0.1175; rest/lam^4 = 0.1122; bound/lam^4 = 0.7618
Z=20: (basis-formula)/(4.5 lam^4) = 0.1176; rest/lam^4 = 0.1158; bound/lam^4 = 0.7989
Z=50: (basis-formula)/(4.5 lam^4) = 0.1184; rest/lam^4 = 0.1451; bound/lam^4 = 1.1353
Z=80: (basis-formula)/(4.5 lam^4) = 0.1198; rest/lam^4 = 0.2304; bound/lam^4 = 2.4856
extracted (Z=4,8): D(+1) 1.3055556, D(-2) 0.9027778, total 1.0370371
analytic:          D(+1) 1.3055556, D(-2) 0.9027778, total 1.0370370
negative-energy part / lam^4: Z=4 -0.24961, Z=8 -0.24846, Z=50 -0.20464
--- Sn49+ (Z=50), scaled units
lam^2 = 0.1331284, gamma = 0.9310594, t = 0.1889469, E0 = -0.5178505
k=-2: a0,a1,a2 = 0.002540 1.068941 0.465530
k=-2: b0,b1,b2 = -0.007442 -0.100986 -0.087960, rho = -0.057243
D(+1): closed form 5.611748268, basis 5.611748268
<S|chi> = 6.0360084, <R|chi> = -0.0960521, sum = 5.9399562
D(-2) basis = 5.9425287, rest = 0.0025725
|R|^2 = 0.0078831, d = 0.3917927, bound = 0.0201207
Z^4 alpha: basis 3.8881791, finite field (F=1e-03) 3.88822, formula 3.8787342
negative-energy part of Z^4 alpha = -3.6268e-03
a0^3 = 0.1481847 Angstrom^3
H: nonrel 4.5000000e+00, formula 4.4997515e+00, basis 4.4997515e+00 a0^3 = 6.667944e-01 Angstrom^3
Sn49+: nonrel 7.2000000e-07, formula 6.2059747e-07, basis 6.2210865e-07 a0^3 = 9.218699e-08 Angstrom^3
H: (28/27) alpha^2 = 5.5224e-05, 3 m_e/m_p = 1.6339e-03
basis: M = 30, beta = 1.3, matrix size 63 per kappa
all good
```
